# Coulomb penetration factors for all partial waves and Wigner's threshold laws

Light with barely enough energy to ionize hydrogen from its ground state releases an electron in a p wave. If the electron is treated as free once it has left the atom, the centrifugal barrier keeps it away from the place where it was produced, and the rate should vanish as $k^3$, with $\hbar k$ its momentum. The calculation below gives instead a cross section of about 6.3 Mb at threshold. The opposite error occurs for a pair of particles that repel: the free-particle law gives a power of $k$ where the true rate is exponentially small. Both errors come from leaving out the Coulomb field at large distance. In both cases the dependence on $k$ at threshold is set right by one quantity, the size of the Coulomb wave near the origin. The magnitude of the rate also needs the overlap of that wave with the source, which the Coulomb field changes as well.

## The quantity and the result

Two particles of reduced mass $\mu$ and charges $q_1,q_2$ (Gaussian units) have relative energy $E=\hbar^2k^2/2\mu$. Define

$$a=\frac{\hbar^2}{\mu|q_1q_2|},\qquad \rho=kr,\qquad \eta=\pm\frac{1}{ka},$$

with the upper sign for repulsion and the lower for attraction. The radial equation is

$$H_lF_l=F_l,\qquad H_l=-\frac{d^2}{d\rho^2}+\frac{2\eta}{\rho}+\frac{l(l+1)}{\rho^2}. \tag{1}$$

The regular solution $F_l$ has unit amplitude at infinity and starts as $F_l\to C_l\,\rho^{l+1}$ with $C_l>0$. The result is

$$C_l^2=\frac{C_0^2}{[(2l+1)!!]^2}\prod_{s=1}^{l}\left(1+\frac{\eta^2}{s^2}\right),\qquad C_0^2=\frac{2\pi\eta}{e^{2\pi\eta}-1}. \tag{2}$$

The double factorial $(2l+1)!!=1\cdot3\cdots(2l+1)$ is what remains without charge. The other factors carry the Coulomb field.

## First derivation: stepping down in $l$

For $l\ge1$ let $W=l/\rho+\eta/l$ and

$$A=\frac{d}{d\rho}+W,\qquad A^\dagger=-\frac{d}{d\rho}+W .$$

Multiplying out, the terms with a single derivative cancel except where $d/d\rho$ acts on $W$:

$$A^\dagger A=-\frac{d^2}{d\rho^2}+W^2-W',\qquad AA^\dagger=-\frac{d^2}{d\rho^2}+W^2+W'.$$

Since $W^2=l^2/\rho^2+2\eta/\rho+\eta^2/l^2$ and $W'=-l/\rho^2$, the coefficients of $1/\rho^2$ are $l^2+l$ and $l^2-l$. Therefore

$$A^\dagger A=H_l+\frac{\eta^2}{l^2},\qquad AA^\dagger=H_{l-1}+\frac{\eta^2}{l^2}.$$

It follows that

$$H_{l-1}AF_l=A(A^\dagger A)F_l-\frac{\eta^2}{l^2}AF_l=AF_l ,$$

so $AF_l$ solves the equation for $l-1$. Near the origin,

$$AF_l\to C_l\left[(l+1)\rho^l+l\rho^l\right]=(2l+1)C_l\rho^l .$$

This vanishes at the origin, which an irregular solution for $l-1$ does not. Hence $AF_l=cF_{l-1}$, and comparison at the origin gives $c\,C_{l-1}=(2l+1)C_l$, so $c>0$.

At infinity $F_l\to\sin\theta_l$. The Coulomb field makes $\theta_l$ contain a logarithm, but $d\theta_l/d\rho=1-\eta/\rho\to1$, so

$$AF_l\to\cos\theta_l+\frac{\eta}{l}\sin\theta_l ,$$

whose amplitude is $\sqrt{1+\eta^2/l^2}$. Because $F_{l-1}$ has unit amplitude, this is $c$. Thus

$$C_l=\frac{C_{l-1}}{2l+1}\sqrt{1+\frac{\eta^2}{l^2}}. \tag{3}$$

Repeated use of (3) gives the product in (2). The s-wave factor remains, and it can be found from the other end of the ladder, at large $l$.

**The large-$l$ limit.** Put $\lambda=l+\tfrac12$, $\rho=\lambda x$, $x=e^t$ and $F_l=e^{t/2}v$. Since $x^2d^2/dx^2=d^2/dt^2-d/dt$, equation (1) becomes

$$\frac{d^2v}{dt^2}=\lambda^2Q\,v,\qquad Q=1-x^2+\epsilon x,\qquad \epsilon=\frac{2\eta}{\lambda},$$

where $l(l+1)+\tfrac14=\lambda^2$ was used. There is one simple turning point $x_0=e^{t_0}$, and $\lambda$ is large, so the WKB connection formula applies:

$$\frac{1}{2Q^{1/4}}e^{-\lambda\int_t^{t_0}\sqrt Q\,dt'}\;\longleftrightarrow\;\frac{1}{|Q|^{1/4}}\sin\left(\lambda\int_{t_0}^{t}\sqrt{|Q|}\,dt'+\frac{\pi}{4}\right).$$

Its relative error is of order $1/\lambda$: away from the turning point it is governed by $\lambda^{-1}\int|Q^{-1/4}(Q^{-1/4})''|\,dt$, which converges at both ends.

On the far right $|Q|^{1/4}\to x^{1/2}$, so $F_l=x^{1/2}v$ has unit amplitude, as required. On the far left $Q\to1$. The ratio of the waves with and without charge is therefore

$$\frac{C_l(\eta)}{C_l(0)}\to e^{-\lambda\Delta},\qquad \Delta=\int_{-\infty}^{t_0}\sqrt{Q}\,dt-\left(\text{same with }\epsilon=0\right).$$

Differentiate with respect to $\epsilon$. The moving end point contributes nothing because $Q=0$ there, and $x\,dt=dx$:

$$\frac{d\Delta}{d\epsilon}=\frac12\int_0^{x_0}\frac{dx}{\sqrt{1+\epsilon^2/4-(x-\epsilon/2)^2}}=\frac12\left(\frac{\pi}{2}+\arctan\frac{\epsilon}{2}\right).$$

Hence $\lambda\Delta=\lambda[\pi\epsilon/4+O(\epsilon^2)]=\pi\eta/2+O(\eta^2/\lambda)$. For $\eta=0$ we have $F_0=\sin\rho$, so $C_0(0)=1$, and (3) gives $C_l(0)=1/(2l+1)!!$. The limit is

$$\lim_{l\to\infty}(2l+1)!!\,C_l(\eta)=e^{-\pi\eta/2}.$$

Squaring this and inserting the product from (3),

$$e^{-\pi\eta}=C_0^2\prod_{s=1}^{\infty}\left(1+\frac{\eta^2}{s^2}\right)=C_0^2\,\frac{\sinh\pi\eta}{\pi\eta},$$

by Euler's product for the sine at imaginary argument. Since $2\sinh\pi\eta=e^{-\pi\eta}(e^{2\pi\eta}-1)$, this is $C_0^2=2\pi\eta/(e^{2\pi\eta}-1)$.

## Second derivation: an integral for every $l$

Write $F_l\propto\rho^{l+1}w$. Equation (1) becomes

$$\rho w''+2(l+1)w'+(\rho-2\eta)w=0. \tag{4}$$

Try $w=\int_{-1}^{1}e^{i\rho x}g(x)\,dx$. Substitution gives

$$\int_{-1}^{1}e^{i\rho x}\left[\rho(1-x^2)+2i(l+1)x-2\eta\right]g\,dx=0 .$$

In the first term use $\rho e^{i\rho x}=-i\,d(e^{i\rho x})/dx$ and integrate by parts. The boundary term contains $(1-x^2)g$ and will vanish. What remains is zero if

$$i\left[(1-x^2)g\right]'+\left[2i(l+1)x-2\eta\right]g=0
\quad\Longrightarrow\quad
\frac{g'}{g}=-\frac{2lx+2i\eta}{1-x^2}.$$

The solution is

$$g=(1+x)^{l-i\eta}(1-x)^{l+i\eta},$$

and $(1-x^2)g$ does vanish at $x=\pm1$.

**At the origin** the substitution $x=2y-1$ turns $w(0)$ into a beta integral:

$$w(0)=2^{2l+1}\int_0^1y^{l-i\eta}(1-y)^{l+i\eta}dy=2^{2l+1}\frac{|\Gamma(l+1+i\eta)|^2}{(2l+1)!}.$$

**At infinity** deform the path so that it leaves $-1$ and returns to $+1$ through the upper half plane, where $e^{i\rho x}$ decays. For large $\rho$ the end points alone contribute. Near $x=1$ set $t=1-x$, so that $g\approx2^{l-i\eta}t^{l+i\eta}$, and on the deformed path

$$\int e^{-i\rho t}t^{l+i\eta}dt=\Gamma(l+1+i\eta)\,(i\rho)^{-l-1-i\eta}.$$

Here $i^{-l-1-i\eta}=e^{-i\pi(l+1)/2}e^{\pi\eta/2}$. The end point $x=-1$ gives the complex conjugate, because $g(-x)=g(x)^*$. With $\sigma_l=\arg\Gamma(l+1+i\eta)$ the sum is

$$\rho^{l+1}w\to2^{l+1}e^{\pi\eta/2}|\Gamma(l+1+i\eta)|\,\sin\theta_l,\qquad
\theta_l=\rho-\eta\ln2\rho-\frac{l\pi}{2}+\sigma_l .$$

Dividing $w(0)$ by this amplitude gives

$$C_l=\frac{2^l e^{-\pi\eta/2}|\Gamma(l+1+i\eta)|}{(2l+1)!}. \tag{5}$$

To reach (2), use $\Gamma(z+1)=z\Gamma(z)$ a total of $l$ times, and the reflection formula:

$$|\Gamma(l+1+i\eta)|^2=|\Gamma(1+i\eta)|^2\prod_{s=1}^{l}(s^2+\eta^2),\qquad|\Gamma(1+i\eta)|^2=\frac{\pi\eta}{\sinh\pi\eta}.$$

The product equals $(l!)^2\prod(1+\eta^2/s^2)$, and $(2l+1)!=2^l\,l!\,(2l+1)!!$. The powers of two and $l!$ cancel, leaving (2).

As a numerical instance, outward integration of (1) by Taylor steps to $\rho=400$, with the amplitude read off there, gives $C_1^2=1.39888$ for $\eta=-1$ and $2.6123\times10^{-3}$ for $\eta=+1$. Equation (2) gives the same digits.

## Wigner's threshold laws

Let a weak source $S(r)$ create the pair in partial wave $l$. The final state must be normalized per unit energy. Since $\int\sin kr\,\sin k'r\,dr$ contributes $(\pi/2)\delta(k-k')$ and $\delta(k-k')=(\hbar^2k/\mu)\,\delta(E-E')$, the wave is

$$u_E=\sqrt{\frac{2\mu}{\pi\hbar^2k}}\,F_l=\sqrt{\frac{2\mu}{\pi\hbar^2k}}\;k^{l+1}C_l\,\Phi_l(r),\qquad\Phi_l\to r^{l+1}\ \text{at the origin}.$$

The golden rule, first order in the source, gives the rate

$$\frac{2\pi}{\hbar}\left|\int Su_E\,dr\right|^2=\frac{4\mu}{\hbar^3}\,g_l\left|\int S\,\Phi_l\,dr\right|^2,\qquad g_l=k^{2l+1}C_l^2. \tag{6}$$

The function $\Phi_l$ obeys an equation containing $k^2$ and the fixed length $a$, with a starting condition free of $k$. For a source of finite extent the overlap therefore tends to a constant as $k\to0$. If that constant is not zero, the threshold law is the law of $g_l$.

For attraction, (2) gives

$$g_l^{\rm att}=\frac{2\pi}{a\,(1-e^{-2\pi/ka})}\,\frac{1}{[(2l+1)!!]^2}\prod_{s=1}^{l}\left(k^2+\frac{1}{s^2a^2}\right)
\;\longrightarrow\;\frac{2\pi\,4^l}{[(2l+1)!]^2a^{2l+1}}. \tag{7}$$

Every partial wave has a finite, nonzero limit. It is $g_l$ that is finite: $C_l^2$ itself diverges as $k^{-2l-1}$.

For repulsion, $1/(e^y-1)=e^{-y}/(1-e^{-y})$ with $y=2\pi/ka$ shows that

$$g_l^{\rm rep}=e^{-2\pi/ka}\,g_l^{\rm att}. \tag{8}$$

The exponential is the same for every $l$. Without charge, $g_l^{\rm free}=k^{2l+1}/[(2l+1)!!]^2$.

The barriers make the differences between the three laws plausible. At zero energy the effective potential is proportional to $l(l+1)/r^2\mp2/(ar)$, with the upper sign for attraction. For attraction it is negative beyond $r=l(l+1)a/2$, so the barrier keeps a finite width as $k\to0$. Without charge its outer edge recedes as $\sqrt{l(l+1)}/k$, and for $l\ge1$ the rate falls by a further factor $k^{2l}$ relative to the s wave, which has no barrier and follows $k$. For repulsion the Coulomb barrier alone extends to $\rho=2\eta$, and with $\rho=2\eta\sin^2\varphi$ its WKB exponent is

$$2\int_0^{2\eta}\sqrt{\frac{2\eta}{\rho}-1}\;d\rho=8\eta\int_0^{\pi/2}\cos^2\varphi\,d\varphi=2\pi\eta=\frac{2\pi}{ka}.$$

The numbers for $l=1$, in atomic units with $a=1$, are:

| $k$ | attraction | repulsion | no charge |
|---|---|---|---|
| 0.1 | 0.705 | $3.64\times10^{-28}$ | $1.11\times10^{-4}$ |
| 0.3 | 0.761 | $6.10\times10^{-10}$ | $3.00\times10^{-3}$ |
| 1.0 | 1.399 | $2.61\times10^{-3}$ | 0.111 |

The attractive column approaches $2\pi/9=0.698$. For $l=2$ the limit is 0.00698: finite, but a hundred times smaller.

For the factor $g_l$ the free law returns in the other limit, $ka\gg2\pi$, with a leading relative correction $\pm\pi/ka$ (upper sign for attraction). This concerns $g_l$ alone; the overlap in (6) need not reach its uncharged value at large $k$, as the hydrogen example below shows. Then $1-e^{-2\pi/ka}\approx2\pi/ka$, the prefactor in (7) becomes $k$, and each factor of the product becomes $k^2$. The ratio $g_l/g_l^{\rm free}$ therefore depends on the order of the limits. It tends to 1 if the charge is removed at fixed $k$, but if $k\to0$ at fixed charge it diverges for attraction and vanishes for repulsion.

## Hydrogen at the ionization threshold

Take atomic units, an infinitely heavy proton, no relativity, and the dipole approximation. The initial radial function is $2re^{-r}$, and the final wave has $l=1$ and $\eta k=-1$. The source extends over all $r$, so its overlap is worked out explicitly. Let

$$V(\beta)=\int_0^\infty r^le^{-\beta r}\Phi_l\,dr .$$

The function $v=r^l\Phi_l$ obeys $rv''-2lv'+(k^2r-2\eta k)v=0$. In the Laplace transform a factor $r$ becomes $-d/d\beta$ and each derivative a factor $\beta$, since $v$ and $v'$ vanish at the origin for $l\ge1$:

$$(\beta^2+k^2)\frac{dV}{d\beta}=-\left[2(l+1)\beta+2\eta k\right]V .$$

For large $\beta$ only $v\approx r^{2l+1}$ matters and $V\to(2l+1)!/\beta^{2l+2}$. This fixes the constant of integration:

$$V=\frac{(2l+1)!}{(\beta^2+k^2)^{l+1}}\,e^{2\eta\arctan(k/\beta)} .$$

The dipole integral is $D=\int2r^2e^{-r}\Phi_1dr=-2\,dV/d\beta$ at $\beta=1$. The bracket equals $4-2=2$, so

$$D=2\cdot\frac{2}{1+k^2}\cdot\frac{6}{(1+k^2)^2}\,e^{-2\arctan(k)/k}=\frac{24}{(1+k^2)^3}\,e^{-2\arctan(k)/k}.$$

At threshold $D=24e^{-2}=3.248$. With a free final wave ($\eta=0$) the bracket is 4 and the exponential is absent, so $D^{\rm free}=48/(1+k^2)^3$. The Coulomb field thus reduces this overlap about fifteenfold at threshold, and still by a factor of two as $k\to\infty$. The squared dipole integral per unit energy is

$$\frac{2}{\pi}\,g_1D^2=\frac{2}{\pi}\times0.6981\times(3.248)^2=4.689 .$$

For the cross section, let the field be $\mathcal E\cos\omega t$ along $z$. The absorption rate is $2\pi(\mathcal E/2)^2|z_E|^2$ and the intensity is $\mathcal E^2/(8\pi\alpha)$, with $\alpha$ the fine-structure constant and $1/\alpha$ the speed of light. The angular integral gives $|z_E|^2=\tfrac13(2/\pi)g_1D^2$. Absorbed power divided by intensity is

$$\sigma=4\pi^2\alpha\,\omega|z_E|^2=\frac{4\pi^2\alpha}{3}\,\omega\,\frac{2}{\pi}g_1D^2 .$$

With $\omega=\tfrac12$ (13.61 eV) this is $0.2251$ bohr², or 6.30 Mb. At $k=0.1$, 0.3 and 1.0 it is 6.14, 5.00 and 0.93 Mb. Between threshold and $k=1$ both $g_1$ and $\omega$ double, so the fall comes from $D^2$.

The finite limit also joins the bound spectrum. Levels near threshold are spaced by $dE/dn=1/n^3$, so $n^3D_n^2$ is the squared dipole integral per unit energy from 1s to the bound state $n$p. Here $D_n=\int2r^2e^{-r}u_{n1}\,dr$, with $u_{n1}$ the bound radial function normalized to $\int u_{n1}^2\,dr=1$, and $n^3D_n^2$ is to be compared with $(2/\pi)g_1D^2$. Numerical quadrature gives 4.865, 4.732 and 4.700 for $n=10$, 20 and 40. Extrapolation of the last two with a $1/n^2$ correction gives 4.689, the continuum value. The attractive tail supports an unlimited series of levels, and the absorption strength passes from it into the continuum without a gap.

## What each derivation assumes

Both derivations require a pure Coulomb field at all radii. A short-range core changes $\Phi_l$ and the constants in (7). If the tail is cut off at a radius $R$, then for $kR\ll1$ the inner wave no longer depends on $k$ and joins a free wave outside. Unless its growing part $r^{l+1}$ happens to vanish there, the free law $k^{2l+1}$ returns.

The first derivation uses the factorization of the Coulomb operator, which links neighbouring values of $l$. It shows where each factor $1+\eta^2/s^2$ comes from: one step of the ladder, through the amplitude of a cosine plus $\eta/s$ times a sine. It needs no closed-form solution of the radial equation with charge, only the uncharged s wave $\sin\rho$, but it relies on an asymptotic connection formula at large $l$ and on an infinite product. The ladder gives differences of the phases, $\sigma_l-\sigma_{l-1}=\arctan(\eta/l)$. To obtain $\sigma_l$ itself one would also have to evaluate the phase in the connection formula at large $l$, which was not done here.

The second derivation treats each $l$ separately and needs no large parameter other than $\rho$. It relies on an integral solution and on properties of the gamma function, and it supplies the full phase. Its formula (5), with $(2l+1)!$ read as $\Gamma(2l+2)$, holds for non-integer $l>-\tfrac12$ too, since the integrals still converge and $\rho^{l+1}$ is still the more regular of the two behaviours $\rho^{l+1}$ and $\rho^{-l}$ at the origin. The finite product in (2) needs integer $l$, because only then does the ladder end on the s wave.
